**Charge staircase of a square-lattice band on an N by N mesh**

For the band ε(k) = −2t(cos kx + cos ky) on a Γ-centred N by N mesh, the zero-temperature filling n(μ) jumps by 16/N² electrons per cell at an eightfold star, provided that no other star has the same energy. Here t is the hopping, μ the chemical potential measured from the band centre, and each k-point holds two electrons. The program counts the jumps from eigenvalues of real-space periodic supercells and asserts the value 16/N² for 174 generic stars at nonzero energy on seven prime-power meshes. It also asserts the zero-energy jump 4(N−1)/N² for the even meshes among them, and a merged jump of 24/N² at N = 12. A scan of N from 3 to 90 asserts that prime-power meshes have no mergers away from zero energy; the output lists ten other values of N that do, all multiples of 12, 30 or 42. For N = 16, t = 0.5 eV and a lattice constant of 0.30 nm, the jump at star (2,3) is 0.0625 electrons per cell, or 11.1 µC/cm². Further assertions cover the thermal width 2 ln 9 · kT, evaluated at 30 K, and the ramp that replaces the jump behind a series double layer, which is 0.56 eV wide for 20 µF/cm². The output also shows that the charge error beside μ = 0 falls only from 0.117 to 0.031 electrons per cell between N = 16 and N = 64.

## Check in Python

```python
# Result under test: for the square-lattice band
#   energy(k) = -2 t (cos kx + cos ky),  k = 2 pi (i, j)/N  (Gamma-centred),
# the zero-temperature filling n(mu), in electrons per cell with two spins,
# is a staircase. An eightfold star (a, b), 0 < a < b < N/2, gives a jump
# 16/N^2 unless another star has the same energy. For N a prime power such
# coincidences occur at most at zero energy; for even N the zero-energy
# jump is 4(N-1)/N^2.
# Symbols: t hopping (eV), mu chemical potential from band centre (eV),
# u rise of the band per added electron per cell from a series double layer.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit
from sympy import factorint


def torus_energies(N, t):
    """Eigenvalues of the real-space N by N periodic supercell."""
    shift = np.roll(np.eye(N), 1, axis=0)
    ring = -t * (shift + shift.T)
    one = np.eye(N)
    return np.linalg.eigvalsh(np.kron(ring, one) + np.kron(one, ring))


def star_energy(a, b, N, t):
    return -2 * t * (np.cos(2 * np.pi * a / N) + np.cos(2 * np.pi * b / N))


def filling(energies, mu):
    """Electrons per cell at zero temperature, by counting states."""
    return 2 * np.count_nonzero(energies < mu) / len(energies)


def jump_at(energies, level, delta=1e-8):
    return filling(energies, level + delta) - filling(energies, level - delta)


t = 0.5  # eV

# Jumps counted from supercell eigenvalues, for prime-power N
tested_stars = 0
for N in (5, 7, 8, 9, 16, 25, 27):
    energies = torus_energies(N, t)
    for a in range(1, (N + 1) // 2):
        for b in range(a + 1, (N + 1) // 2):
            level = star_energy(a, b, N, t)
            if abs(level) > 1e-9:
                assert abs(jump_at(energies, level) - 16 / N**2) < 1e-12
                tested_stars += 1
    expected_zero = 4 * (N - 1) / N**2 if N % 2 == 0 else 0.0
    assert abs(jump_at(energies, 0.0) - expected_zero) < 1e-12
print("generic stars tested, prime-power N:", tested_stars)

# A mesh on which a generic star merges with a fourfold one
energies12 = torus_energies(12, t)
jump12 = jump_at(energies12, star_energy(2, 3, 12, t))
assert abs(jump12 - 24 / 144) < 1e-12
print(f"N=12 star (2,3): jump*N^2 = {jump12 * 144:.1f} electrons")

# Scan of all stars for coincidences away from zero energy
merging, smallest_gap, largest_N = [], np.inf, 90
for N in range(3, largest_N + 1):
    cosines = np.cos(2 * np.pi * np.arange(N // 2 + 1) / N)
    a, b = np.triu_indices(N // 2 + 1)
    sums = np.sort(cosines[a] + cosines[b])
    gaps = np.diff(sums)
    same = gaps < 1e-12
    smallest_gap = min(smallest_gap, gaps[~same].min())
    merged = bool(np.any(same & (np.abs(sums[:-1]) > 1e-11)))
    if merged:
        merging.append(N)
    if len(factorint(N)) == 1:
        assert not merged
    if N % 12 == 0 or N % 30 == 0 or N % 42 == 0:
        assert merged
assert smallest_gap > 1e-10  # true gaps stay far above rounding errors
others = [N for N in merging if N % 12 and N % 30 and N % 42]
print(f"N from 3 to {largest_N} with mergers at nonzero energy:")
print("  ", merging)
print("   of these, not multiples of 12, 30 or 42:", others)
print(f"smallest true gap in the scan: {2 * t * smallest_gap:.1e} eV")

# Worked example
N = 16
lattice_nm = 0.30
capacitance = 20.0  # microfarad per cm^2
temperature = 300.0  # K
energies = torus_energies(N, t)
levels, counts = np.unique(np.round(energies, 9), return_counts=True)
assert np.isclose(np.sum(2 * counts / N**2), 2.0)
half = N // 2
generic = (half - 1) * (half - 2) // 2
generic_zero = sum(1 for a in range(1, half) if a < half - a)
assert np.count_nonzero(counts == 8) == generic - generic_zero
print(f"example: N = {N}, t = {t} eV, lattice constant = {lattice_nm} nm")
print(f"double layer = {capacitance} uF/cm2, T = {temperature} K")
print("generic stars:", generic, " of which at zero energy:", generic_zero)
print("distinct levels:", len(levels))

level = star_energy(2, 3, N, t)
index = int(np.argmin(np.abs(levels - level)))
print("level (eV), mesh points, filling above it (electrons/cell):")
for i in range(index + 2):
    above = filling(energies, levels[i] + 1e-7)
    print(f"  {levels[i]:8.4f}  {counts[i]:2d}  {above:.5f}")
gap_below = level - levels[index - 1]
gap_above = levels[index + 1] - level
n_below = filling(energies, level - 1e-7)
n_above = filling(energies, level + 1e-7)
jump = n_above - n_below
cell_cm2 = (lattice_nm * 1e-7) ** 2
charge_per_electron = constants.e * 1e6 / cell_cm2  # microcoulomb per cm^2
print(f"star (2,3): energy = {level:.4f} eV")
print(f"gap below = {gap_below:.4f} eV, gap above = {gap_above:.4f} eV")
print(f"filling below = {n_below:.5f}, above = {n_above:.5f} electrons/cell")
print(f"jump = {jump:.4f} electrons/cell")
print(f"one electron per cell = {charge_per_electron:.1f} uC/cm2")
print(f"size of charge jump = {jump * charge_per_electron:.2f} uC/cm2")
zero_jump = jump_at(energies, 0.0)
print(f"jump at zero energy = {zero_jump:.4f} electrons/cell")

# Thermal smearing, from the full Fermi sum
k_eV = constants.k / constants.e


def thermal_filling(mu, T):
    return 2 * np.mean(expit((mu - energies) / (k_eV * T)))


low_mu, high_mu = level - gap_below / 2, level + gap_above / 2
cold = 30.0
edges = [brentq(lambda mu: thermal_filling(mu, cold) - n_below - f * jump,
                low_mu, high_mu, xtol=1e-14) for f in (0.1, 0.9)]
width_cold = edges[1] - edges[0]
assert abs(width_cold / (2 * np.log(9) * k_eV * cold) - 1) < 1e-5
width_warm = 2 * np.log(9) * k_eV * temperature
rise_warm = (thermal_filling(high_mu, temperature)
             - thermal_filling(low_mu, temperature))
print(f"10-90% width at {cold:.0f} K = {width_cold * 1e3:.2f} meV")
print(f"kT at {temperature:.0f} K = {k_eV * temperature * 1e3:.2f} meV")
print(f"2 ln9 kT at {temperature:.0f} K = {width_warm * 1e3:.1f} meV")
print(f"rise between mid-gaps at {temperature:.0f} K = "
      f"{rise_warm:.4f} electrons/cell")

# Double-layer feedback, by direct minimisation of the grand potential
u = charge_per_electron / capacitance  # eV per electron per cell
ramp = u * jump
neutral = n_below
grid = np.linspace(0, 2, 400001)
state_filling = 2 * np.arange(N**2 + 1) / N**2
band_sum = np.concatenate(([0.0], np.cumsum(2 * energies / N**2)))
cell_energy = (np.interp(grid, state_filling, band_sum)
               + u * (grid - neutral) ** 2 / 2)


def minimum(phi):
    return grid[np.argmin(cell_energy - phi * grid)]


for fraction in (0.25, 0.5, 0.75):
    assert abs(minimum(level + fraction * ramp)
               - n_below - fraction * jump) < 2e-5
for phi, expected in ((level - 0.95 * gap_below, n_below),
                      (level - 0.05 * gap_below, n_below),
                      (level + ramp + 0.05 * gap_above, n_above),
                      (level + ramp + 0.95 * gap_above, n_above)):
    assert abs(minimum(phi) - expected) < 2e-5
print(f"double-layer feedback u = {u:.3f} eV per electron/cell")
print(f"ramp width replacing the jump = {ramp:.4f} eV")
print(f"half-way up the ramp, minimised filling = "
      f"{minimum(level + ramp / 2):.5f} electrons/cell")


# Mesh error against the infinite-mesh filling
def infinite_filling(mu):
    kx = (np.arange(4000) + 0.5) * np.pi / 4000
    bound = np.clip(-np.asarray(mu)[..., None] / (2 * t) - np.cos(kx), -1, 1)
    return 2 * np.mean(np.arccos(bound), axis=-1) / np.pi


assert abs(infinite_filling(0.0) - 1) < 1e-6
print(f"infinite-mesh filling at star (2,3) = "
      f"{infinite_filling(level):.5f} electrons/cell")
print("N, generic jump, error beside mu=0, largest error (electrons/cell):")
for mesh in (16, 32, 64):
    angle = 2 * np.pi * np.arange(mesh) / mesh
    band = -2 * t * (np.cos(angle)[:, None] + np.cos(angle)[None, :]).ravel()
    mesh_levels, mesh_counts = np.unique(np.round(band, 9), return_counts=True)
    upper = 2 * np.cumsum(mesh_counts) / mesh**2
    lower = upper - 2 * mesh_counts / mesh**2
    limit = infinite_filling(mesh_levels)
    largest = max(np.abs(upper - limit).max(), np.abs(lower - limit).max())
    centre_error = filling(band, 1e-8) - infinite_filling(0.0)
    assert abs(centre_error - 2 * (mesh - 1) / mesh**2) < 1e-6
    generic_jump = jump_at(band, star_energy(2, 3, mesh, t))
    print(f"  {mesh:2d}  {generic_jump:.5f}  {centre_error:.5f}  {largest:.5f}")

print("done: every assertion held")
```

Printed output:

```
generic stars tested, prime-power N: 174
N=12 star (2,3): jump*N^2 = 24.0 electrons
N from 3 to 90 with mergers at nonzero energy:
   [12, 24, 30, 36, 42, 48, 60, 72, 84, 90]
   of these, not multiples of 12, 30 or 42: []
smallest true gap in the scan: 6.8e-07 eV
example: N = 16, t = 0.5 eV, lattice constant = 0.3 nm
double layer = 20.0 uF/cm2, T = 300.0 K
generic stars: 21  of which at zero energy: 3
distinct levels: 41
level (eV), mesh points, filling above it (electrons/cell):
   -2.0000   1  0.00781
   -1.9239   4  0.03906
   -1.8478   4  0.07031
   -1.7071   4  0.10156
   -1.6310   8  0.16406
   -1.4142   4  0.19531
   -1.3827   4  0.22656
   -1.3066   8  0.28906
   -1.0898   8  0.35156
   -1.0000   4  0.38281
star (2,3): energy = -1.0898 eV
gap below = 0.2168 eV, gap above = 0.0898 eV
filling below = 0.28906, above = 0.35156 electrons/cell
jump = 0.0625 electrons/cell
one electron per cell = 178.0 uC/cm2
size of charge jump = 11.13 uC/cm2
jump at zero energy = 0.2344 electrons/cell
10-90% width at 30 K = 11.36 meV
kT at 300 K = 25.85 meV
2 ln9 kT at 300 K = 113.6 meV
rise between mid-gaps at 300 K = 0.0584 electrons/cell
double-layer feedback u = 8.901 eV per electron/cell
ramp width replacing the jump = 0.5563 eV
half-way up the ramp, minimised filling = 0.32031 electrons/cell
infinite-mesh filling at star (2,3) = 0.33103 electrons/cell
N, generic jump, error beside mu=0, largest error (electrons/cell):
  16  0.06250  0.11719  0.11719
  32  0.01562  0.06055  0.06055
  64  0.00391  0.03076  0.03076
done: every assertion held
```
